# Inversion and depletion charge at twice the bulk potential

**Q:** I want to estimate the charge under an MOS gate on p-type silicon. Strong inversion starts when the surface potential reaches twice the bulk potential. At that point the electrons at the surface are as dense as the acceptors, so I take the inversion charge to be equal to the depletion charge. Is that a fair starting point?

**A:** The first half is right and the conclusion doesn't follow. You have compared two densities, in $\mathrm{cm^{-3}}$, at one plane. The charges are integrals over depth, in $\mathrm{C/cm^2}$, and the two layers need not be equally thick.

**Q:** Then let us fix what is being compared. What exactly is equal at the surface?

**A:** Take uniform doping $N_a$, full ionization, thermal equilibrium and Boltzmann statistics. Let $\psi(x)$ be the potential relative to the deep bulk, $V_t=kT/q$ and $u=\psi/V_t$. A positive potential attracts electrons and repels holes:

$$p=p_0e^{-u},\qquad n=n_0e^{u}.$$

The bulk potential is defined by $\phi_F=V_t\ln(p_0/n_i)$. Write $U=2\phi_F/V_t$, so that $p_0/n_i=e^{U/2}$. Since $n_0p_0=n_i^2$, we have $n_0=p_0e^{-U}$ and therefore

$$n=p_0e^{u-U}.$$

At the surface value $u_s=U$ this gives $n_s=p_0$, which is practically $N_a$. That is the whole content of the criterion.

**Q:** And the two charges?

**A:** Bulk neutrality requires $N_a=p_0-n_0$. The charge density is then

$$\rho=q(p-n-N_a)=-q\left[(p_0-p)+(n-n_0)\right].$$

The first bracket counts missing holes and the second counts excess electrons. Their integrals are the depletion and inversion charges, taken as positive magnitudes per area:

$$Q_D=q\int_0^\infty(p_0-p)\,dx,\qquad Q_I=q\int_0^\infty(n-n_0)\,dx.$$

Subtracting the bulk densities keeps both integrals finite.

**Q:** To integrate over $x$ I need $\psi(x)$, and Poisson's equation is nonlinear here.

**A:** You need the field as a function of potential, and that can be found in closed form. Measure depth as $z=x/L$ with $L^2=\varepsilon V_t/(qp_0)$. Poisson's equation $\psi''=-\rho/\varepsilon$ becomes

$$\frac{d^2u}{dz^2}=(1-e^{-u})+e^{-U}(e^u-1).$$

Multiply by $du/dz$. The left side is then the derivative of $\tfrac12(du/dz)^2$. Integrate from the bulk, where $u$ and its slope vanish. With $G=|du/dz|$,

$$G^2(u)=2\left[u+e^{-u}-1+e^{-U}(e^u-1-u)\right].$$

At $u=U$ the bracket is $U+e^{-U}-1+1-e^{-U}-Ue^{-U}$, so

$$G^2(U)=2U(1-e^{-U}).$$

The surface field is $E_s=(V_t/L)\,G(u_s)$, and Gauss's law gives $Q_I+Q_D=\varepsilon E_s=qp_0L\,G(u_s)$.

Now change variable. The potential falls with depth, so $dx=-L\,du/G$. Reversing the limits removes the minus sign:

$$\frac{Q_I}{qp_0L}=\int_0^{u_s}\frac{e^{-U}(e^u-1)}{G}\,du,\qquad
\frac{Q_D}{qp_0L}=\int_0^{u_s}\frac{1-e^{-u}}{G}\,du.$$

**Q:** Can one see which is larger without doing the integrals?

**A:** Yes. Use $1-e^{-u}=e^{-u}(e^u-1)$. The ratio of the first integrand to the second is

$$\frac{e^{-U}(e^u-1)}{e^{-u}(e^u-1)}=e^{u-U}.$$

At $u_s=U$ this is one at the surface and smaller everywhere below it. So $Q_I<Q_D$ at $2\phi_F$, for any p-type doping within these assumptions. The integrand ratio also exceeds $e^{-U}$, which gives

$$e^{-U}<\frac{Q_I}{Q_D}<1.$$

Your equality is approached when $U\to0$, in nearly intrinsic material. There $2\phi_F$ itself goes to zero and both charges vanish with it.

**Q:** How large is the ratio when $U$ is large, as in a doped transistor body?

**A:** Electrons are concentrated near the surface, so put $t=U-u$. Drop terms that are exponentially small in $U$. The numerator of the electron integral becomes $e^{-t}$, and

$$G^2\simeq2\left[U-d(t)\right],\qquad d(t)=1+t-e^{-t}.$$

Expand $1/G$ to first order in $d/U$ and extend the upper limit to infinity, which again costs exponentially little:

$$\frac{Q_I}{qp_0L}\simeq\frac1{\sqrt{2U}}\int_0^\infty e^{-t}\left(1+\frac{d(t)}{2U}\right)dt.$$

The three parts of $d$ contribute $1+1-\tfrac12=\tfrac32$. The total charge in the same unit is $\sqrt{2U}$, so the electron fraction of the total is

$$f=\frac1{2U}\left(1+\frac3{4U}+\dots\right).$$

We want electrons over missing holes, which is $f/(1-f)=f+f^2+\dots$. To second order this is $\frac1{2U}+\frac3{8U^2}+\frac1{4U^2}$, or

$$\frac{Q_I}{Q_D}=\frac1{2U}\left(1+\frac5{4U}+\dots\right).$$

**Q:** Please put silicon numbers in.

**A:** Take $N_a=10^{17}\ \mathrm{cm^{-3}}$, $T=300$ K, $n_i=10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity 11.7. Then $V_t=25.85$ mV, $2\phi_F=0.833$ V and $U=32.24$. The leading term is $1/(2\times32.24)=1.551\%$. The correction factor is $1+5/(4\times32.24)=1.039$, which gives 1.611%.

The full integrals give $Q_I=0.00264$ and $Q_D=0.1637\ \mathrm{\mu C/cm^2}$, a ratio of 1.615%. As a test, Poisson's equation was also solved on a spatial grid, without the first integral, and the charges were summed over depth. The ratio was again 1.615%.

**Q:** So under two percent, although the densities agree. Where did the rest go?

**A:** Into thickness. Near the surface the potential falls by $V_t$ over a distance of about $V_t/E_s$, and the electron density falls by a factor $e$. With $E_s=0.161$ MV/cm that distance is 1.61 nm. The missing holes extend much deeper. Where the depletion charge is nearly uniform, the field falls linearly to zero over a width $W$, so $\psi_s\simeq E_sW/2$ and $W\simeq2\psi_s/E_s$. The ratio of thicknesses is

$$\frac{V_t/E_s}{2\psi_s/E_s}=\frac{V_t}{2\psi_s}=\frac1{2U},$$

which is the leading term. From the full integrals, the equivalent thicknesses $Q_I/(qn_s)$ and $Q_D/(qp_0)$ are 1.65 nm and 102 nm.

**Q:** Does anything about the charges match at $2\phi_F$, then?

**A:** Their increments do. The function $G(u)$ does not contain $u_s$, so changing $u_s$ changes just the upper limit of each integral. With $qp_0L\,du_s/G(u_s)=qp_0\,d\psi_s/E_s$,

$$\frac{dQ_I}{d\psi_s}=\frac{q(n_s-n_0)}{E_s},\qquad
\frac{dQ_D}{d\psi_s}=\frac{q(p_0-p_s)}{E_s}.$$

At $2\phi_F$ we have $n_s=p_0$ and $p_s=p_0e^{-U}=n_0$, so the two are equal. Small changes in the spatial solution gave $0.0998\ \mathrm{\mu F/cm^2}$ for each. Half of the next bit of charge is electrons, while nearly all of the charge already present is depletion charge. This assumes changes slow enough for the electrons to stay in equilibrium.

**Q:** How much further must I go before the charges themselves match?

**A:** Set the total equal to $2Q_D$. Let $\delta=u_s-U$. Without exponentially small terms, the total is $\sqrt{2(u_s-1+e^\delta)}$. If the electrons' effect on the field is ignored, the same formula without $e^\delta$ gives $Q_D\simeq\sqrt{2(u_s-1)}$. Squaring the condition,

$$u_s-1+e^\delta=4(u_s-1)\quad\Rightarrow\quad e^\delta=3(U+\delta-1).$$

For $U=32.24$ this gives $\delta=4.68$. Check: $3\times35.92=107.8$, whose logarithm is 4.68. The estimate is slightly high because the electrons increase $G$ and so reduce $Q_D$ at given $u_s$. The full integrals give $\delta=4.65$, or 120 mV beyond $2\phi_F$, at $\psi_s=0.954$ V. By then the surface electron density is 104 times $p_0$.

**Q:** A mere 120 mV. Can I neglect the difference after all?

**A:** Not at the gate. Let $V_G$ be the gate voltage above flat band. It is the band bending plus the oxide drop:

$$V_G=\psi_s+\frac{Q_I+Q_D}{C_{ox}}.$$

Take a 10 nm oxide of relative permittivity 3.9. At $2\phi_F$ the oxide field is 0.48 MV/cm, so the oxide drops 0.48 V and $V_G=1.315$ V. At charge equality the field is 1.00 MV/cm, the drop is 1.00 V and $V_G=1.958$ V. The extra gate voltage is 0.643 V, most of it across the oxide.

Your assumption would also misjudge the electrons at $2\phi_F$ itself. Their contribution to the oxide drop, $Q_I/C_{ox}$, is 7.7 mV out of 0.48 V. Neglecting $Q_I$ when computing the gate voltage at this point is therefore a good approximation; setting it equal to $Q_D$ is a poor one.

**Q:** Is "under two percent" a general rule for silicon?

**A:** No. It depends on $U$, and lower doping or higher temperature reduces $U$. At 300 K the classical ratio is 2.30% for $10^{15}$, 1.90% for $10^{16}$ and 1.41% for $10^{18}\ \mathrm{cm^{-3}}$. The last value leans hardest on full ionization: at $10^{18}\ \mathrm{cm^{-3}}$ an isolated-acceptor estimate leaves 30 to 40% of the bulk acceptors neutral and lowers the ratio to about 0.9 to 1.0%. With doping held at $10^{17}\ \mathrm{cm^{-3}}$, it reaches 2% near 340 K and 2.7% at 400 K. The temperature values use a rough extrapolated gap of 1.2 eV for the growth of $n_i$. The inequality $Q_I<Q_D$ survives all these changes.

**Q:** And how close is this model to a real transistor?

**A:** The doping and oxide thickness are rough values for an older planar bulk device. Many later devices have thinner gate insulators and non-uniform doping, and a thin, nearly undoped body needs a different threshold criterion. Of the neglected effects estimated here, confinement changes the ratio most. The classical electron layer has an equivalent thickness of only 1.65 nm, with its highest density at the oxide, where the electron wavefunction must nearly vanish. With hard walls, a (100) surface, rough silicon masses and the classical band bending held fixed, the subbands hold about a third of the classical $Q_I$. The ratio at $2\phi_F$ falls from 1.6% to about 0.5%; with a finite 3.1 eV oxide barrier and an oxide mass of $0.5\,m_0$ in place of the hard wall, the subbands hold about 0.39 of the classical charge and the ratio is about 0.6%. At $\psi_s=0.954$ V the corresponding factor is about a quarter, so in that description the charges do not yet match there. This second figure is a rougher estimate, because those electrons appreciably reshape the potential: solved self-consistently with hard walls, the factor is about 0.3 and the charges match roughly 175 mV beyond $2\phi_F$ instead of 120 mV.

The other corrections are smaller at $2\phi_F$:

- Fermi statistics lower $n_s$ by 0.13% there, but by 11% at the classical matching point.
- An isolated-acceptor estimate (45 meV level, degeneracy 4, $N_v=2\times10^{19}\ \mathrm{cm^{-3}}$) leaves about 9% of the bulk acceptors neutral; with $N_v=3.1\times10^{19}\ \mathrm{cm^{-3}}$ it is about 6%. This lowers $p_0$, and with it the value of $n_s$ that meets the criterion, by the same fraction, and the charge ratio falls from 1.6% to about 1.5%.
- A patch 100 nm square has about 102 acceptors in its depletion layer. If they are placed independently at random, their number fluctuates by about 10%, so small devices of the same design differ in threshold voltage.

**Q:** Then what should I write in place of my original sentence?

**A:** "At $\psi_s=2\phi_F$ the surface electron density equals the bulk hole density, and the two charges grow at equal rates; the inversion charge is still a small fraction of the depletion charge." The last clause needs $U\gg1$. The equal densities and equal rates belong to the classical equilibrium model with full ionization and Boltzmann statistics; confinement pushes the electrons away from the oxide and spoils both equalities at this band bending, while making the inversion charge smaller still. The numerical output below gives the values for this example.

## Calculated quantities

```
INPUTS (rough typical silicon values)
temperature: 300 K
acceptors: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
relative permittivity Si, oxide: 11.7, 3.9
oxide thickness: 10 nm
AT TWICE THE BULK POTENTIAL
Vt: 25.852 mV
phi_F: 0.4167 V
2 phi_F: 0.8334 V
U = 2 phi_F/Vt: 32.236
length L: 12.93 nm
surface field: 0.1606 MV/cm
Vt/E_s: 1.610 nm
Q_I/(q n_s): 1.650 nm
Q_D/(q p0): 102.16 nm
Q_I: 0.00264 uC/cm2
Q_D: 0.16368 uC/cm2
Q_I/Q_D, potential integral: 1.615 %
Q_I/Q_D, spatial solution: 1.615 %
leading term 1/(2U): 1.551 %
two-term law: 1.611 %
dQ_I/dpsi_s: 0.0998 uF/cm2
dQ_D/dpsi_s: 0.0998 uF/cm2
gate voltage above flat band: 1.315 V
Q_I/C_ox: 7.66 mV
WHERE THE CHARGES REALLY MATCH
psi_s: 0.9535 V
psi_s - 2 phi_F: 120.1 mV
same in units of Vt: 4.648
simple estimate, units of Vt: 4.680
n_s/p0: 104.3
each charge: 0.1734 uC/cm2
surface field: 0.3348 MV/cm
gate voltage above flat band: 1.958 V
extra gate voltage: 0.643 V
OTHER DOPINGS AND TEMPERATURES, Q_I/Q_D at 2 phi_F
1e+15 cm^-3, 300 K: 2.30 %
1e+16 cm^-3, 300 K: 1.90 %
1e+18 cm^-3, 300 K: 1.41 %
1e17 cm^-3, 400 K: 2.71 %
1e17 cm^-3 reaches 2 % at: 341 K
NEGLECTED EFFECTS
subband/classical Q_I at 2 phi_F: 0.335
Q_I/Q_D with subbands: 0.54 %
subband/classical Q_I at match, fixed psi: 0.24
Fermi loss of n_s at 2 phi_F: 0.13 %
Fermi loss of n_s at match: 11.2 %
neutral acceptors in bulk, rough: 9 %
dopants under 100 nm x 100 nm: 102
their relative fluctuation: 10 %
oxide field at 2 phi_F: 0.48 MV/cm
oxide field at match: 1.00 MV/cm
```
